# The 1s hyperfine splitting of hydrogenlike \(^{209}\)Bi

## Problem

The ion \(^{209}\mathrm{Bi}^{82+}\) has one electron, \(Z=83\) and nuclear spin \(I=9/2\). Its 1s level splits into \(F=5\) and \(F=4\). The measured interval is roughly 5.1 eV.

(a) Estimate \(\Delta E=E(F{=}5)-E(F{=}4)\) by scaling.

(b) Compute it to first order in the magnetic interaction, for an infinitely heavy nucleus, in the form \(\Delta E=E_F\,A\,(1-\delta)(1-\varepsilon)\). Here \(E_F\) is the nonrelativistic value, \(A\) the relativistic factor of a point nucleus, \(\delta\) the correction for the extended charge and \(\varepsilon\) that for the extended magnetization.

(c) Decide how closely these factors fix the result.

Two nuclear inputs are recalled values, rough to two figures: the moment \(\mu\approx4.1\) in nuclear magnetons and the rms charge radius \(\approx5.5\) fm. The rest are round model choices. The charge follows a Fermi profile of diffuseness \(d=0.5\) fm. The moment is carried by one proton in an \(h_{9/2}\) orbit (\(l=5\), \(I=l-\tfrac12\)) of rms radius 6.0 fm.

Units are \(\hbar=c=m_e=1\) with Heaviside fields, so that \(e^2=4\pi\alpha\), \(\nabla\times\mathbf B=\mathbf j\) and \(\mu_N=e/2m_p\). The electron charge is \(-e\). The units of energy and length are 510999 eV and 386.159 fm, \(1/\alpha=137.036\), \(m_p=1836.15\) and \(Z\alpha=0.60568\).

## First estimate by scaling

A small uniformly magnetized sphere has the field \(\mathbf B=\tfrac23\mathbf M\) inside (derived in the magnetization step below) and a dipole field outside, whose angular average vanishes. A nonrelativistic s electron therefore feels \(\langle\mathbf B\rangle=\tfrac23\boldsymbol\mu\,|\psi(0)|^2\), with \(\boldsymbol\mu=(\mu/I)\mu_N\mathbf I\) and \(|\psi(0)|^2=(Z\alpha)^3/\pi\). The electron moment is \(-e\mathbf J\), with \(\mathbf J=\boldsymbol\sigma/2\), so the energy is \(+e\mathbf J\cdot\langle\mathbf B\rangle=c_{\rm hf}\,\mathbf I\cdot\mathbf J\), where

\[
c_{\rm hf}=\frac23\,\frac{\mu}{I}\,\frac{4\pi\alpha}{2m_p}\,\frac{(Z\alpha)^3}{\pi}=\frac43\,\frac{\alpha(Z\alpha)^3}{m_p}\,\frac{\mu}{I}.
\]

Since \(\mathbf I\cdot\mathbf J=\tfrac12[F(F+1)-I(I+1)-\tfrac34]\) equals \(I/2\) for \(F=I+\tfrac12\) and \(-(I+1)/2\) for \(F=I-\tfrac12\), the splitting is \(c_{\rm hf}(I+\tfrac12)\):

\[
E_F=\frac43\,\frac{\alpha(Z\alpha)^3}{m_p}\,\mu\,\frac{2I+1}{2I}=\frac43\cdot\frac{0.60568^3}{137.036\times1836.15}\cdot4.1\cdot\frac{10}{9}\cdot510999\ \text{eV}=2.741\ \text{eV}.
\]

Relativistic corrections go as the squared orbital velocity. With a coefficient of one assumed, \(A\sim1+(Z\alpha)^2\approx1.4\).

For the nuclear size one property of the Dirac solution, derived below, is borrowed: the splitting is a radial integral whose integrand behaves as \(f(r)\propto r^{2\gamma-2}\) near a point nucleus and is cut off at \(r\sim1/2Z\alpha\), with \(\gamma=\sqrt{1-(Z\alpha)^2}\) and \(2\gamma-1=0.59\). The part of the integral inside a radius \(R\) is then of order \((2Z\alpha R)^{2\gamma-1}\). A uniform sphere has \(R=\sqrt{5/3}\,r_{\rm rms}=7.10\) fm, so \(2Z\alpha R=2\times0.606\times7.10/386\approx0.02\) and \(\delta\sim0.02^{0.59}\approx0.1\).

Inside an extended charge the integrand starts from zero, linearly at first. If the linear rise is extended to the surface and reaches about the point value \(f(R)\) there, the integral is \(Rf(R)/2\) in place of \(Rf(R)/(2\gamma-1)\), a fraction \((2\gamma-1)/2\approx0.3\). Spreading the moment over the nucleus removes about this remainder, so \(\varepsilon\sim0.3\times0.1=0.03\). The estimate is \(\Delta E\sim2.74\times1.4\times0.9\times0.97\approx3\) eV.

## Exact solution

### Dirac 1s state

The Hamiltonian is \(\boldsymbol\alpha\cdot(\mathbf p+e\mathbf A)+\beta+V(r)\). With a constant spinor \(\chi\), \(\mathbf n=\mathbf r/r\) and real \(P,Q\) normalized by \(\int(P^2+Q^2)\,dr=1\), the 1s state at \(\mathbf A=0\) has the components

\[
\psi_u=\frac{P}{r}\frac{\chi}{\sqrt{4\pi}},\qquad \psi_l=-i\,\frac{Q}{r}\,\boldsymbol\sigma\cdot\mathbf n\,\frac{\chi}{\sqrt{4\pi}}.
\]

The equation \((E+1-V)\psi_l=\boldsymbol\sigma\cdot\mathbf p\,\psi_u\), with \(\boldsymbol\sigma\cdot\mathbf p\,(P/r)=-i(P/r)'\,\boldsymbol\sigma\cdot\mathbf n\), gives \((E+1-V)Q/r=(P/r)'\). In \((E-1-V)\psi_u=\boldsymbol\sigma\cdot\mathbf p\,\psi_l\), set \(h=Q/r\). Then \((\boldsymbol\sigma\cdot\nabla)(h\,\boldsymbol\sigma\cdot\mathbf n)=\nabla\cdot(h\mathbf n)+i\boldsymbol\sigma\cdot\nabla\times(h\mathbf n)=h'+2h/r\), because a radial field has no curl, and the two factors \(-i\) give a minus sign. Hence

\[
P'=\frac Pr+(E+1-V)Q,\qquad Q'=-\frac Qr-(E-1-V)P.
\]

### Hyperfine matrix element

A point dipole has \(\mathbf A=\boldsymbol\mu\times\mathbf r/4\pi r^3\). The cyclic triple product \(\boldsymbol\alpha\cdot(\mathbf I\times\mathbf r)=\mathbf I\cdot(\mathbf r\times\boldsymbol\alpha)\) gives

\[
H_{\rm hf}=e\,\boldsymbol\alpha\cdot\mathbf A=\frac{\alpha\mu}{2m_pI}\,\mathbf I\cdot\frac{\mathbf r\times\boldsymbol\alpha}{r^3}.
\]

The matrix \(\boldsymbol\alpha\) connects upper and lower components through \(\boldsymbol\sigma\). The Pauli algebra gives \(\boldsymbol\sigma(\boldsymbol\sigma\cdot\mathbf n)=\mathbf n+i\,\mathbf n\times\boldsymbol\sigma\) and \((\boldsymbol\sigma\cdot\mathbf n)\boldsymbol\sigma=\mathbf n-i\,\mathbf n\times\boldsymbol\sigma\). Between states built on \(\chi'\) and \(\chi\),

\[
\psi'^\dagger\boldsymbol\alpha\psi=\frac{PQ}{4\pi r^2}\,\chi'^\dagger\big[-i\boldsymbol\sigma(\boldsymbol\sigma\cdot\mathbf n)+i(\boldsymbol\sigma\cdot\mathbf n)\boldsymbol\sigma\big]\chi=\frac{2PQ}{4\pi r^2}\,\chi'^\dagger(\mathbf n\times\boldsymbol\sigma)\chi .
\]

Next, \(\mathbf n\times(\mathbf n\times\boldsymbol\sigma)=\mathbf n(\mathbf n\cdot\boldsymbol\sigma)-\boldsymbol\sigma\), whose angular average is \((\tfrac13-1)\boldsymbol\sigma\). Because \(\boldsymbol\sigma\cdot\mathbf n\) is a scalar under rotations, the total angular momentum \(\mathbf J\) acts on \(\psi\) as \(\boldsymbol\sigma/2\) acts on \(\chi\). Within the 1s doublet,

\[
\frac{\mathbf r\times\boldsymbol\alpha}{r^3}\to-\frac43G\,\boldsymbol\sigma=-\frac83G\,\mathbf J,\qquad G=\int_0^\infty\frac{PQ}{r^2}\,dr .
\]

Thus \(c_{\rm hf}=-\tfrac43\alpha\mu G/(m_pI)\), and

\[
\Delta E=-\frac43\,\frac{\alpha}{m_p}\,\mu\,\frac{2I+1}{2I}\,G=E_F\,\frac{-G}{(Z\alpha)^3}.
\]

### Point nucleus

For \(V=-Z\alpha/r\) try \(P=Nr^\gamma e^{-\lambda r}\) and \(Q=qP\) with constant \(q\). The \(1/r\) terms of the two radial equations give \(\gamma-1=Z\alpha q\) and \(q(\gamma+1)=-Z\alpha\). The constant terms give \(-\lambda=(E+1)q\) and \(q\lambda=E-1\). Eliminating \(q\) from the first pair yields \(\gamma^2=1-(Z\alpha)^2\), with \(q=-Z\alpha/(1+\gamma)\) and \(q^2=(1-\gamma)/(1+\gamma)\). The second pair yields \(q^2=(1-E)/(1+E)\). Therefore \(E=\gamma\) and \(\lambda=-(1+\gamma)q=Z\alpha\).

With \(\int_0^\infty r^{s}e^{-2\lambda r}dr=\Gamma(s+1)/(2\lambda)^{s+1}\), the norm is \(N^2(1+q^2)\Gamma(2\gamma+1)/(2\lambda)^{2\gamma+1}=1\). Since \(1+q^2=2/(1+\gamma)\), one has \(q/(1+q^2)=-Z\alpha/2\), and \(\Gamma(2\gamma+1)=2\gamma(2\gamma-1)\Gamma(2\gamma-1)\). Then

\[
G_0=qN^2\frac{\Gamma(2\gamma-1)}{(2\lambda)^{2\gamma-1}}=-\frac{Z\alpha}{2}\,\frac{(2Z\alpha)^2}{2\gamma(2\gamma-1)}=-(Z\alpha)^3A,\qquad A=\frac1{\gamma(2\gamma-1)}.
\]

As \(Z\alpha\to0\), \(A\to1\) and \(\Delta E\to E_F\), with \(F=5\) on top for \(\mu>0\). The integrand \(r^{2\gamma-2}\) is integrable only for \(\gamma>\tfrac12\), so the point model fails at \(Z\alpha=\sqrt3/2\). For bismuth \(\gamma=0.795708\), \(A=1/(0.795708\times0.591416)=2.12497\), \(G_0=-0.472154\) and \(E_FA=5.824\) eV.

### Extended charge

The dipole stays at the origin and \(V\) changes, so \(1-\delta=G/G_0\). For \(\rho(r)\propto1/(1+e^{(r-c)/d})\) the rms radius 5.5 fm requires \(c=6.683\) fm, found by root search on \(\int\rho r^4dr/\int\rho r^2dr\). The potential is

\[
V(r)=-Z\alpha\,\frac{r^{-1}\int_0^r\rho\,s^2ds+\int_r^\infty\rho\,s\,ds}{\int_0^\infty\rho\,s^2ds}.
\]

It is finite at the origin, where the radial equations give \(P\propto r\) and, from \((rQ)'=-(E-1-V)rP\), \(Q/P=-[E-1-V(0)]\,r/3\). Hence \(PQ/r^2\propto r\) near the origin. The estimate extended this linear rise to the surface, which is only a rough approximation because the growth slows on the way out. The equations were solved by shooting: Runge–Kutta integration in \(\ln r\), outward from this behaviour and inward from the decaying solution \(Q/P=-\sqrt{(1-E)/(1+E)}\), with \(E\) adjusted until \(Q/P\) is continuous at \(r=1/Z\alpha\). The level rises by 74.1 eV, \(G=-0.419877\), and

\[
\delta=1-\frac{0.419877}{0.472154}=0.1107,\qquad E_FA(1-\delta)=5.179\ \text{eV}.
\]

A uniform sphere of the same rms radius, \(V=-Z\alpha(3-r^2/R^2)/2R\) inside, gives \(\delta=0.1112\) by the same method. Between these two shapes \(\delta\) differs by half a percent of itself.

The dependence on \(R\) follows from scale invariance. For \(r\) and \(R\) both much smaller than \(Z\alpha\) the terms \(E\pm1\) are negligible against \(V\), and the equations depend on \(r/R\) alone. Outside the charge both roots \(\pm\gamma\) of the indicial equation are allowed, so \(P=N(r^\gamma+kR^{2\gamma}r^{-\gamma})\), and similarly for \(Q\), with \(k\) independent of \(R\). The interior integral, the cross terms \(R^{2\gamma}\int_Rr^{-2}dr\) and the square \(R^{4\gamma}\int_Rr^{-2\gamma-2}dr\) all scale as \(R^{2\gamma-1}\). To leading order in \(R\), therefore, \(\delta\propto R^{2\gamma-1}\). Shooting for spheres of rms radius 0.5 and 0.6 fm gives the logarithmic slope 0.594 against \(2\gamma-1=0.591\). That the small excess comes from the dropped mass terms is a conjecture.

For \(Z\alpha\ll1\) the coefficient is elementary. Near the nucleus \(P\simeq Nr\), and with \(E-1\) dropped against \(V\), \(Q=(N/r)\int_0^rs^2V\,ds\). The integrand \(PQ/r^2\) in units of \(-N^2Z\alpha\) is \(\tfrac12\) for a point, \(r/2R-r^3/10R^3\) inside a sphere and \(\tfrac12-R^2/10r^2\) outside it. The deficit is \(R(\tfrac12-\tfrac14+\tfrac1{40})+\tfrac R{10}=\tfrac38R\). The full point integral is \(\tfrac12\int e^{-2Z\alpha r}dr=1/4Z\alpha\). So \(\delta=\tfrac32Z\alpha R=2Z\alpha\langle r\rangle\), linear in \(R\) as \(2\gamma-1\to1\) requires. Shooting with \(Z=1\) and the bismuth radius gives 1.0011 times this leading value.

### Extended magnetization

To first order, the interaction energy \(\langle e\,\boldsymbol\alpha\cdot\mathbf A\rangle=-\int\mathbf j_e\cdot\mathbf A\,d^3r\) of the electron and nuclear currents is \(-\iint\mathbf j_e(\mathbf r)\cdot\mathbf j_N(\mathbf R)/(4\pi|\mathbf r-\mathbf R|)\), symmetric in the two. It may therefore be computed as the energy of the proton in the field of the electron. An operator on the electron doublet is a combination of the unit matrix and \(\mathbf J\), and the current contains only \(\mathbf J\). By rotational invariance \(\mathbf J\) multiplies a nuclear vector operator, which within the multiplet \(I\) is proportional to \(\mathbf I\) (Wigner–Eckart theorem). The form \(c_{\rm hf}\mathbf I\cdot\mathbf J\) survives, and the product state \(m_I=I\), \(m_J=\tfrac12\), of energy \(c_{\rm hf}I/2\), fixes \(\varepsilon\).

For spin up \(\chi^\dagger\boldsymbol\sigma\chi=\hat{\mathbf z}\), so \(\mathbf j_e=-e\psi^\dagger\boldsymbol\alpha\psi=j_0(r)\,\hat{\mathbf z}\times\mathbf n\) with \(j_0=2ePQ/4\pi r^2\). Try \(\mathbf A_e=a(R)\,\hat{\mathbf z}\times\mathbf R\), which has no divergence, with \(\mathbf n=\mathbf R/R\) now at the proton. Using \(\nabla\times(\hat{\mathbf z}\times\mathbf R)=2\hat{\mathbf z}\) and \(\mathbf n\times(\hat{\mathbf z}\times\mathbf n)=\hat{\mathbf z}-\mathbf nn_z\),

\[
\mathbf B_e=2a\,\hat{\mathbf z}+Ra'(\hat{\mathbf z}-\mathbf n\,n_z).
\]

The curl of \((2a+Ra')\hat{\mathbf z}\) is \((3a'+Ra'')\,\mathbf n\times\hat{\mathbf z}\). The curl of \(Ra'n_z\mathbf n\) is \(\nabla(Ra'n_z)\times\mathbf n=a'\,\hat{\mathbf z}\times\mathbf n\), since \(\nabla n_z=(\hat{\mathbf z}-\mathbf nn_z)/R\) and radial parts drop out. Ampère's law becomes \(Ra''+4a'=-j_0\), or \((R^4a')'=-R^3j_0\). With \(T(R)=\int_0^Rr^3j_0\,dr\), regularity at the origin gives \(a'=-T/R^4\). Integrating by parts from \(R\) to infinity, where \(a=0\),

\[
a(R)=\frac13\left[\frac{T(R)}{R^3}+\int_R^\infty j_0\,dr\right].
\]

A magnetized sphere is a surface current \(j_0=M\delta(r-R_0)\), for which \(a=M/3\) and \(B=2M/3\) inside, the field used in the estimate. For the electron \(a(0)=eG/6\pi\), and a point moment has the energy \(-\mu\mu_N\,2a(0)=-\tfrac23\alpha\mu G/m_p\), which equals \(c_{\rm hf}I/2\) found above.

Define, with the extended-charge \(P,Q,G\),

\[
K_S(R)=\frac1G\int_0^R\frac{PQ}{r^2}dr,\qquad K_L(R)=\frac1G\int_0^R\Big(1-\frac{r^3}{R^3}\Big)\frac{PQ}{r^2}dr .
\]

Since \(3a(0)=\int_0^\infty j_0\,dr\), one has \(T/[3a(0)R^3]=K_S-K_L\). Therefore \(a/a(0)=(K_S-K_L)+(1-K_S)=1-K_L\) and \(Ra'/a(0)=-3(K_S-K_L)\).

The proton is treated nonrelativistically, and the current tied to the nuclear spin–orbit force is left out. The term of \((\mathbf p-e\mathbf A_e)^2/2m_p\) linear in the field is \(-(e/m_p)\,a\,(\hat{\mathbf z}\times\mathbf R)\cdot\mathbf p=-\mu_N\,2a\,L_z\), which is given a factor \(g_L\), equal to 1 for a free proton. The spin adds \(-\mu_Ng_S\mathbf S\cdot\mathbf B_e\). Splitting off the traceless part,

\[
\mathbf S\cdot\mathbf B_e=\Big(2a+\frac23Ra'\Big)S_z-\frac13Ra'\,\big[3(\mathbf S\cdot\mathbf n)n_z-S_z\big].
\]

After division by \(2a(0)\) the first coefficient is \(1-K_L-(K_S-K_L)=1-K_S\), and the second is \(+\tfrac12(K_S-K_L)\). The point-moment energy is \(-\mu_N2a(0)\mu\) with \(\mu=g_L\langle L_z\rangle+g_S\langle S_z\rangle\). Radial and angular averages factorize in a single orbit, so the ratio \(1-\varepsilon\) of the two energies gives

\[
\varepsilon=\alpha_L\langle K_L\rangle+\alpha_S\big[\langle K_S\rangle+\zeta\langle K_S-K_L\rangle\big],\qquad \zeta=-\frac{\langle3(\mathbf S\cdot\mathbf n)n_z-S_z\rangle}{2\langle S_z\rangle},
\]

with \(\alpha_S=g_S\langle S_z\rangle/\mu\) and \(\alpha_L=1-\alpha_S\). This is the Bohr–Weisskopf correction in the single-particle model.

The angular averages follow from the projection theorem, \(\langle V_z\rangle=m\langle\mathbf V\cdot\mathbf I\rangle/I(I+1)\) for a vector operator, here at \(m=I\). From \(\mathbf L=\mathbf I-\mathbf S\), \(\mathbf S\cdot\mathbf I=\tfrac12[I(I+1)+\tfrac34-l(l+1)]\). With \(l=I+\tfrac12\), \(l(l+1)=I^2+2I+\tfrac34\), so \(\mathbf S\cdot\mathbf I=-I/2\) and \(\langle S_z\rangle=-I/(2I+2)=-0.40909\), \(\langle L_z\rangle=I-\langle S_z\rangle=4.90909\). For \(\mathbf V=(\mathbf S\cdot\mathbf n)\mathbf n\), \(\mathbf n\cdot\mathbf L=0\) gives \(\mathbf V\cdot\mathbf I=(\mathbf S\cdot\mathbf n)^2=\tfrac14\) and \(\langle V_z\rangle=1/(4I+4)\). The numerator of \(\zeta\) is \((3+2I)/(4I+4)\) and \(2\langle S_z\rangle=-4I/(4I+4)\), so \(\zeta=(2I+3)/4I=\tfrac23\).

The free value \(g_S=5.58569\) gives the Schmidt moment \(4.90909-0.40909\times5.58569=2.624\), far below 4.1. A single free proton does not describe this nucleus. As a model choice, one \(g\) factor is adjusted here to reproduce the moment. Keeping \(g_L=1\) gives \(g_S=(4.1-4.90909)/(-0.40909)=1.978\), \(\alpha_S=-0.1973\) and \(\alpha_L=1.1973\).

The radial density is that of the lowest \(l=5\) oscillator state, \(u^2\propto R^{12}e^{-R^2/b^2}\), for which \(\langle R^2\rangle=b^2\,\Gamma(\tfrac{15}2)/\Gamma(\tfrac{13}2)=6.5\,b^2\), so \(b=2.353\) fm. Gauss–Legendre quadrature with the Fermi-charge solution gives \(\langle K_S\rangle=0.02451\) and \(\langle K_L\rangle=0.01543\). Their ratio is near the value \(K_L/K_S=1-\tfrac15/\tfrac12=\tfrac35\) of a strictly linear integrand. Then

\[
\varepsilon=1.1973\times0.01543-0.1973\,\big[0.02451+\tfrac23(0.02451-0.01543)\big]=0.0124 .
\]

Using \(\alpha_L=1-\alpha_S\), the formula reads \(\varepsilon=\langle K_L\rangle+\alpha_S(1+\zeta)\langle K_S-K_L\rangle\). Since \(K_S>K_L\), a spin moment opposed to the total puts \(\varepsilon\) below \(\langle K_L\rangle\).

The shift is \(-0.0124\times5.179=-0.064\) eV, and

\[
\Delta E=2.7409\times2.1250\times(1-0.1107)(1-0.0124)\ \text{eV}=5.115\ \text{eV},
\]

at the wavelength \(1239.84\ \text{eV nm}/5.115\ \text{eV}=242\) nm, in the ultraviolet.

## Comparison

| Quantity | Estimate | Solution |
|---|---|---|
| \(A\) | 1.4 | 2.125 |
| \(\delta\) | 0.1 | 0.111 |
| \(\varepsilon\) | 0.03 | 0.012 |
| \(\Delta E\) (eV) | 3 | 5.11 |

The estimate misses chiefly through \(A\). Expanding \(\gamma\simeq1-\tfrac12(Z\alpha)^2\) and \(2\gamma-1\simeq1-(Z\alpha)^2\) gives \(A\simeq1+\tfrac32(Z\alpha)^2\), which is \(1+1.5\times0.606^2\approx1.55\) and still well short of 2.125. The series converges slowly because the pole of \(1/(2\gamma-1)\) lies at \((Z\alpha)^2=\tfrac34\), only about twice the bismuth value. The estimate of \(\delta\) uses the correct exponent and succeeds to one figure. With the light-atom exponent 1 the same argument would have given about 0.02. The estimate of \(\varepsilon\) is the size of \(\langle K_S\rangle=0.025\). The factor of about two down to 0.012 comes from the orbital kernel \(K_L\) and the negative \(\alpha_S\), which scaling does not see.

The three factors give 5.115 eV for the stated inputs, consistent with the measured interval of roughly 5.1 eV. Several omitted effects are negligible at the level of 0.01 eV. Recoil is of relative order \(m_e/209m_p\), a few parts per million. Second-order hyperfine mixing is suppressed by \(\Delta E\) over the electronic level spacings, which are of the order of the binding \((1-\gamma)m_ec^2\approx10^5\) eV. The electric quadrupole interaction has no first-order matrix element in a \(J=\tfrac12\) state. One-loop QED, the self-energy and vacuum polarization, is not negligible, its natural scale being \(\alpha\,\Delta E=0.037\) eV. It is not computed here. A recalled rough value of \(-0.03\) eV brings the total to 5.08 eV, at 244 nm.

The third figure of this total is not a prediction, as the sensitivities show. At fixed \(\varepsilon\), \(\Delta E\propto\mu\) moves by 0.0125 eV per \(0.01\,\mu_N\), so the rounding interval \(\pm0.05\,\mu_N\) of a two-figure moment is worth about \(\pm0.06\) eV. Raising the charge radius by 0.1 fm changes \(\delta\) from 0.1107 to 0.1119 and, again at fixed \(\varepsilon\), lowers \(\Delta E\) by 0.007 eV. Proton orbits of rms radius 5.5 and 6.5 fm give \(\varepsilon=0.0106\) and \(0.0144\). Keeping \(g_S\) free and adjusting \(g_L=(\mu-g_S\langle S_z\rangle)/\langle L_z\rangle=1.30\) makes \(\alpha_S\) more negative and gives \(\varepsilon=0.0070\). A uniformly magnetized sphere of radius 7.10 fm, for which only the volume average of \(K_S\) remains because the traceless term averages to zero, gives \(\varepsilon=0.0210\). These models span \((0.021-0.007)\times5.18\approx0.07\) eV, about twice the QED scale. The relativistic, charge-size and magnetization factors with these inputs fix the interval at 5.1 eV to within about 0.1 eV. A third figure needs the QED term, a moment known to three figures or better, and a magnetization distribution better determined than this single-particle model provides.
